# Passive oscillator fits and Kramers-Kronig tests for infrared gate dielectrics

Two fits to the same simulated infrared permittivity, with noisy data from 15 to 110 meV, have misfits of 0.767 and 0.750 per datum. They use the same 63 damped oscillators. The second fit is slightly closer to the data, yet at 142.75 meV it gives \(\operatorname{Im}\varepsilon=-1.4\times10^{9}\), an enormous optical gain in a film that has no source of energy. The first fit forbids negative oscillator strengths and a high-frequency constant below one. The second allows both, and drops only those combinations of parameters that double-precision arithmetic cannot resolve. The constant is real, so the gain comes from the strengths.

This matters for a transistor because the polar vibrations of a gate dielectric scatter carriers in the nearby channel. The scattering is computed from a loss function of the fitted permittivity, derived below, which turns negative at every energy where the fit has gain. Its size there need not follow the size of the gain: it is at most \(1/|\operatorname{Im}\varepsilon|\), about \(7\times10^{-10}\) at 142.75 meV.

## Two oscillators by hand

Fields vary as \(e^{-i\omega t}\), and \(E=\hbar\omega\). For a field amplitude \(F\), the polarization current is \(J=-i\omega\varepsilon_0(\varepsilon-1)F\). The mean absorbed power density is therefore

\[
\tfrac12\operatorname{Re}(JF^*)=\tfrac12\,\omega\varepsilon_0\operatorname{Im}\varepsilon\,|F|^2 .
\]

A passive film needs \(\operatorname{Im}\varepsilon\ge0\) at every \(E>0\), inside and outside the measured band.

Take two oscillators at the same energy \(E_0=50\) meV, with dampings \(\gamma_1=10\) meV and \(\gamma_2=20\) meV:

\[
\varepsilon-\varepsilon_\infty=\sum_{j=1}^{2}\frac{S_jE_0^2}{D_j},\qquad D_j=E_0^2-E^2-i\gamma_jE .
\]

Since \(1/D_j=D_j^*/|D_j|^2\) and \(\operatorname{Im}D_j^*=\gamma_jE\),

\[
\operatorname{Im}\varepsilon=E\,E_0^2\left(\frac{S_1\gamma_1}{|D_1|^2}+\frac{S_2\gamma_2}{|D_2|^2}\right).
\]

Put \(X=(E_0^2-E^2)^2\), so that \(|D_j|^2=X+\gamma_j^2E^2\). Over the common positive denominator, the bracket has the numerator

\[
S_1\gamma_1(X+\gamma_2^2E^2)+S_2\gamma_2(X+\gamma_1^2E^2)
=(S_1\gamma_1+S_2\gamma_2)X+\gamma_1\gamma_2(S_1\gamma_2+S_2\gamma_1)E^2 .
\]

The ratio \(X/E^2\) takes every value from zero, at resonance, to infinity, far from it. The pair is thus passive if and only if both coefficients are non-negative. With \(S_1=1\) this means \(S_2\ge-\gamma_1/\gamma_2=-0.5\) and \(S_2\ge-\gamma_2/\gamma_1=-2\). The first condition is the stricter one. A negative strength down to \(-0.5\) is allowed here, so non-negative strengths are sufficient for passivity but not necessary.

Now set \(S_2=-0.6\). The coefficients are \(10-12=-2\) and \(200(20-6)=2800\), in powers of meV. Absorption requires \(2X<2800E^2\), or

\[
|E^2-2500|<\sqrt{1400}\,E=37.42\,E .
\]

The edges solve \(E^2\pm37.42E-2500=0\), whose positive roots are

\[
E=\tfrac12\left(\sqrt{1400+10000}\mp37.42\right)=34.68\ \text{and}\ 72.09\ \text{meV}.
\]

Data taken only between these energies would look passive, although the model has gain on both sides.

## What causality does and does not supply

The zeros of \(D_j\) are at \(E=-i\gamma_j/2\pm\sqrt{E_j^2-\gamma_j^2/4}\). For \(\gamma_j>0\) they lie in the lower half plane; in the overdamped case the root is imaginary but smaller in size than \(\gamma_j/2\). Hence \(\chi=\varepsilon-\varepsilon_\infty\) is analytic in the upper half plane, whatever the signs of the strengths, and falls as \(1/E^2\).

Integrate \(\chi(\nu)/(\nu-E)\) along the real axis, pass above the pole at \(\nu=E\), and close the contour in the upper half plane. The large arc vanishes and the small clockwise half circle gives \(-i\pi\chi(E)\), so

\[
P\!\int_{-\infty}^{\infty}\frac{\chi(\nu)}{\nu-E}\,d\nu=i\pi\chi(E).
\]

The imaginary part of this equation gives \(\operatorname{Re}\chi(E)=\pi^{-1}P\!\int\operatorname{Im}\chi(\nu)/(\nu-E)\,d\nu\). Because \(\operatorname{Im}\chi\) is odd, the points \(\pm\nu\) combine through \(1/(\nu-E)+1/(\nu+E)=2\nu/(\nu^2-E^2)\):

\[
\operatorname{Re}\varepsilon(E)-\varepsilon_\infty=\frac2\pi P\!\int_0^\infty\frac{\nu\operatorname{Im}\varepsilon(\nu)}{\nu^2-E^2}\,d\nu .
\]

This is the Kramers-Kronig (KK) relation. The pair with gain obeys it: at 20, 45 and 90 meV a numerical integral reproduced its real part to within \(10^{-5}\). Passivity must therefore be imposed separately. Moreover, transforming a fitted oscillator curve tests the arithmetic, not the data, since the curve satisfies KK by its form.

For any number of oscillators with real strengths, put \(x=E^2\) and multiply \(\operatorname{Im}\varepsilon/E\) by all the \(|D_k|^2\). Its sign is that of

\[
P(x)=\sum_jS_jE_j^2\gamma_j\prod_{k\ne j}\left[(E_k^2-x)^2+\gamma_k^2x\right].
\]

The film is passive if and only if \(P(x)\ge0\) for \(x>0\). For fixed energies and dampings \(P(x)\) is linear in the strengths, so this condition and the narrower one \(S_j\ge0\) both give a convex fit. The narrower one is simpler to impose: it needs one inequality per oscillator instead of one at every \(x\).

## A constrained fit by hand

For fixed energies and dampings, the model is linear in the strengths. Suppose two oscillators contribute \((2,1)\) and \((1,2)\) per unit strength to two readings, and the data are \((3,0)\). The free solution of

\[
2S_1+S_2=3,\qquad S_1+2S_2=0
\]

is \(S_1=2\), \(S_2=-1\). It is perfect and has a forbidden sign.

Try \(S_2=0\). Minimizing \((2S_1-3)^2+S_1^2\) gives \(5S_1=6\), or \(S_1=1.2\). The residual, model minus data, is \((-0.6,1.2)\). Its product with the first column is \(-1.2+1.2=0\), so \(S_1\) is stationary. Its product with the second is \(-0.6+2.4=1.8>0\), so raising \(S_2\) from zero would worsen the fit.

These two signs prove optimality in general. Let \(f(s)=\tfrac12|As-t|^2\), with gradient \(g=A^T(As-t)\). At the proposed solution let \(g_j=0\) where \(s_j>0\), and \(g_j\ge0\) where \(s_j=0\). Then \(g\cdot s=0\), while \(g\cdot u\ge0\) for any allowed \(u\). Expanding the square,

\[
f(u)=f(s)+g\cdot(u-s)+\tfrac12|A(u-s)|^2\ge f(s).
\]

No allowed set of strengths fits better.

## The general algorithm

The model is

\[
\varepsilon(E)=\varepsilon_\infty+\sum_j\frac{S_jE_j^2}{E_j^2-E^2-i\gamma_jE},\qquad
\varepsilon_\infty\ge1,\quad S_j\ge0,\quad\gamma_j>0 .
\]

It assumes a linear, local, isotropic, non-magnetic film without dc conductivity. The constant \(\varepsilon_\infty\) represents electronic transitions far above the band.

1. Divide the real and imaginary data by their noise \(\sigma\) and stack them in one real vector. Solve for \(\varepsilon_\infty-1\) and \(S_j\) by non-negative least squares.
2. Around this inner solution, vary \(\ln E_j\) and \(\ln\gamma_j\) to minimize \(\chi^2\), the sum of squared scaled residuals. The logarithms keep both quantities positive.
3. Add oscillators one at a time. Start each from the best point of a coarse scan over energy and damping, then refine all of them together.
4. Choose the number \(N\) that minimizes \(\chi^2+p\ln M\), where \(p=3N+1\) and \(M\) is the number of real data. This rule penalizes parameters that gain little.

The inner problem is convex but the outer one is not, so a poor outer fit might be a local minimum. A second fit, with fixed energies and dampings, is convex throughout. It has no false minima, so it tests the data without relying on the outer search.

**Why narrow oscillators suffice.** Let \(E_1^2=E_j^2-\gamma^2/4>0\) and \(z=E+i\gamma/2\). Since \(z^2=E^2+i\gamma E-\gamma^2/4\), the denominator is \(D_\gamma=E_1^2-z^2\), and

\[
\frac1{D_\gamma}=\frac1{2E_1}\left[\frac1{E_1-z}+\frac1{E_1+z}\right].
\]

Choose a smaller damping \(\gamma'\), with \(z'=E+i\gamma'/2\), \(w=(\gamma-\gamma')/2\) and \(g_w(u)=(w/\pi)/(u^2+w^2)\). The function \(1/(c-z')\) is analytic for \(c\) in the lower half plane. Closing the contour there picks up only the pole of \(g_w\) at \(c=E_1-iw\):

\[
\int_{-\infty}^{\infty}\frac{g_w(c-E_1)}{c-z'}\,dc=\frac1{E_1-iw-z'}=\frac1{E_1-z},
\]

because \(w+\gamma'/2=\gamma/2\). Closing in the upper half plane gives \(1/(E_1+z)\) from \(1/(c+z')\) in the same way. The two kernels add to \(2c/(c^2-z'^2)\), which is odd in \(c\). Folding negative \(c\) onto positive \(c\) yields

\[
\frac1{D_\gamma}=\int_0^\infty dc\,\frac{c}{E_1}\,
\frac{g_w(c-E_1)-g_w(c+E_1)}{c^2+\gamma'^2/4-E^2-i\gamma'E}.
\]

For \(c>0\) the point \(c-E_1\) is closer to zero than \(c+E_1\), so the weight is positive. Every underdamped oscillator is thus a positive mixture of narrower ones. A dense dictionary of narrow oscillators, fitted with \(S_j\ge0\), covers all such models up to its spacing and range. If it cannot fit the data within noise, either the data are inconsistent with a passive causal response, or the dictionary is inadequate. Its spacing may be too coarse, or the film may have features narrower than \(\gamma'\), features outside its range, or lines whose wings fall faster than those of its members. A broad Gaussian line, for example, is passive and causal but can need a much smaller \(\gamma'\) than its width suggests. Repeat a failed fit with smaller \(\gamma'\) and finer spacing before blaming the data.

## A test of the data without oscillators

Data cover a band \([a,b]\), whereas KK needs all energies. Define

\[
B(E)=\operatorname{Re}\varepsilon(E)-\frac2\pi P\!\int_a^b\frac{\nu\operatorname{Im}\varepsilon(\nu)}{\nu^2-E^2}\,d\nu .
\]

By KK, \(B\) equals \(\varepsilon_\infty\) plus the same integral over the unmeasured energies. There \(\nu\ne E\), and \(\partial_E(\nu^2-E^2)^{-1}=2E/(\nu^2-E^2)^2\), so

\[
\frac{dB}{dE}=\frac{4E}{\pi}\int_{\nu\notin[a,b]}\frac{\nu\operatorname{Im}\varepsilon(\nu)}{(\nu^2-E^2)^2}\,d\nu\ge0 .
\]

For a causal, passive film \(B\) cannot fall inside the band. A fall beyond the noise and the error of the numerical integral disproves consistency; a rise does not prove it. The data step must therefore be small compared with the width of the narrowest feature.

To evaluate the integral, write its kernel as \(\pi^{-1}[1/(\nu-E)+1/(\nu+E)]\) and join the data by straight lines. On a segment of length \(h\) from \(\nu_i\) to \(\nu_{i+1}\), let \(f\) be the line and \(L=\ln|(\nu_{i+1}-p)/(\nu_i-p)|\), with \(p=\pm E\). Writing \(f(\nu)=f(p)+(\nu-p)(f_{i+1}-f_i)/h\) gives

\[
P\!\int_{\nu_i}^{\nu_{i+1}}\frac{f(\nu)}{\nu-p}\,d\nu=f(p)L+f_{i+1}-f_i .
\]

Evaluating at midpoints avoids infinite logarithms. The result is a matrix \(K\) acting on the data \(\operatorname{Im}\varepsilon\), so noise passes through it linearly. If \(R\) averages neighbouring real data onto the midpoints and \(v\) forms the difference between two window averages, the variance of the rise of \(B\) is \(\sigma^2(|R^Tv|^2+|K^Tv|^2)\) for independent noise.

## A gate film

The example has \(\varepsilon_\infty=4.80\), strengths 9.0, 6.0 and 1.0, mode energies 30, 50 and 75 meV, and dampings 12, 14 and 16 meV. Gaussian noise with \(\sigma=0.10\) is added to each part of \(\varepsilon\). The band from 15 to 110 meV in steps of 0.5 meV gives 382 real data.

For one to four oscillators, the search reaches \(\chi^2\) values of 421788, 70537, 310.0 and 307.4. The fourth oscillator it finds lowers \(\chi^2\) by only 2.6 but costs \(3\ln382=17.8\), so three are chosen. The fit gives \(\varepsilon_\infty=4.783\pm0.008\) and

- \(S=9.009\pm0.015\), \(E=29.999\pm0.007\) meV, \(\gamma=12.05\pm0.03\) meV;
- \(S=5.982\pm0.012\), \(E=50.003\pm0.008\) meV, \(\gamma=13.97\pm0.03\) meV;
- \(S=1.008\pm0.007\), \(E=74.95\pm0.04\) meV, \(\gamma=16.09\pm0.13\) meV.

The errors come from linearizing the model at the solution. The largest deviation from the true parameters is 2.26 standard errors. With 10 parameters, \(\chi^2\) per degree of freedom is \(310.0/372=0.833\). Its expected scatter about one is \(\sqrt{2/372}=0.07\), so this noise sample is rather quiet.

The dictionary has dampings of 6 meV and energies from 5 to 160 meV in steps of 2.5 meV. Its free-sign fit explains the opening numbers. One unit-strength member has a peak of roughly \(E_j/\gamma'\), at most about 27. To reach \(-1.4\times10^9\) with 63 members, some strength must be at least of order \(10^6\) in size. Since the fit still follows the data, such contributions must cancel inside the band; nothing makes them cancel beyond 110 meV. The size of the gain depends on the solver's rounding cutoff. It is a sign of this poorly determined problem and has no physical meaning.

**Falsified data.** Multiply \(\operatorname{Im}\varepsilon\) by 1.2 and leave \(\operatorname{Re}\varepsilon\) alone. The dictionary misfit rises from 0.767 to 38 per datum; a factor of 0.8 raises it to 96. No choice of non-negative strengths in this dictionary repairs either error.

The band test agrees. Between the windows 55–65 and 90–100 meV, \(B\) rises by \(0.133\pm0.044\) for the good data but falls by \(0.717\pm0.049\) with the factor 1.2. The transform itself therefore rises by \((0.133+0.717)/0.2=4.25\). An overscale of about \((0.133+3\times0.044)/4.25\approx6\%\) would bring the fall to three standard errors for this noise sample.

Between 20–26 and 50–56 meV the transform falls instead, so this pair detects an underscale: the rise of \(0.315\pm0.057\) becomes a fall of \(5.826\pm0.051\) with the factor 0.8. Both kinds of window are needed.

## From permittivity to remote scattering

Let a sheet charge of in-plane wavevector \(q\) lie between thick layers of permittivity \(\varepsilon\) and \(\varepsilon_s\). Its potential decays as \(e^{-q|z|}\) on both sides, and the jump in displacement gives \(\varepsilon_0q(\varepsilon+\varepsilon_s)\phi\) equal to the charge density. The interaction of two electrons at the interface is then \(e^2/[\varepsilon_0q(\varepsilon+\varepsilon_s)]\). For real \(\varepsilon_s\), its dissipative strength is proportional to

\[
\operatorname{Im}\frac{-1}{\varepsilon+\varepsilon_s}=\frac{\operatorname{Im}\varepsilon}{|\varepsilon+\varepsilon_s|^2},
\]

which is non-negative if and only if the film is passive.

With \(S_j\ge0\), \(\varepsilon+\varepsilon_s\) has no zero in the upper half plane. For \(E=x+iy\) with \(x,y>0\), \(\operatorname{Im}D_j=-(2xy+\gamma_jx)<0\), so \(\operatorname{Im}\varepsilon>0\). For \(x<0\) the sign reverses, and on the imaginary axis \(\varepsilon\) is real and positive. KK thus applies to \(1/(\varepsilon+\varepsilon_s)\), and at \(E=0\) it gives the total coupling

\[
C=\frac2\pi\int_0^\infty\frac{dE}{E}\operatorname{Im}\frac{-1}{\varepsilon+\varepsilon_s}
=\frac1{\varepsilon_\infty+\varepsilon_s}-\frac1{\varepsilon(0)+\varepsilon_s}.
\]

If all strengths vanish, \(\varepsilon(0)=\varepsilon_\infty\) and the coupling vanishes too.

The fitted static permittivity is \(\varepsilon(0)=\varepsilon_\infty+\sum_jS_j=20.78\pm0.01\). With \(\varepsilon_s=11.7\) for silicon,

\[
C=\frac1{16.483}-\frac1{32.482}=0.02988\pm0.00002 ,
\]

against a true value of 0.02984. Direct integration of the loss also gives 0.02988. The loss peaks are at 34.3, 58.4 and 77.1 meV, the strongest being 58.4 meV, or 471 cm\(^{-1}\). They lie above the corresponding \(E_j\), so the \(E_j\) should not be used as interface phonon energies.

## Beside a real gate stack

The parameters are round values in the rough regime of disordered zirconium dioxide on silicon, where a static permittivity near 20 is typical; they are not measured mode data. Real ellipsometry obtains \(\varepsilon\) through a layer model, which correlates the errors of its two parts. The full noise covariance must then replace the single \(\sigma\).

Disorder also spreads the mode energies. With a Gaussian spread of 3 meV and the same noise, the three-mode fit has 2.85 per degree of freedom and misses the true coupling by 1.6%, far more than its statistical error of about 0.1%. The dictionary still fits, with 0.745 per datum. Here the data are consistent and the three-mode model is too simple. Electronic dispersion is much smaller: for a resonance at 10 eV, it changes \(\varepsilon\) by about \(5\times10^{-4}\) at the top of the band.

The bare interface is the weaker assumption. At 300 K, an electron of mass \(0.19m_e\), the in-plane mass of the lowest valleys at a (100) silicon surface, and energy \(k_BT\) has a wavevector of 0.359 nm\(^{-1}\), used here as a sample value of the transferred \(q\). Absorbing a 58.4 meV quantum transfers between 0.29 and 1.01 nm\(^{-1}\), so this value lies near the lower end. At this \(q\), a 0.5 nm interlayer multiplies the squared potential by \(e^{-2qt}=0.70\), a reduction of about 30%. The reduction is stronger at larger \(q\), and image charges in an interlayer of low permittivity weaken the coupling further. The interlayer's own vibrations are not counted. The electrons also lie below the interface. For a density \(\propto z^2e^{-bz}\) with mean depth \(3/b\approx1.5\) nm, a rough value at \(10^{13}\) cm\(^{-2}\), averaging \(e^{-qz}\) and squaring gives \((1+q/b)^{-6}\approx0.37\), a stronger reduction than that of the interlayer. For a 3 nm film, \(e^{-2qd}=0.12\) shows that the far side is not negligible, but its effect depends on what lies there. A medium \(\varepsilon_f\) replaces \(\varepsilon\) by \(\varepsilon(\varepsilon_f+\varepsilon\tanh qd)/(\varepsilon+\varepsilon_f\tanh qd)\). At this \(q\) the total coupling falls by about 10% for \(\varepsilon_f=11.7\) and about 6% for vacuum, and changes by less than 1% for an ideal metal.

Channel carriers also respond. At \(10^{13}\) cm\(^{-2}\) and the same \(q\), the long-wavelength estimate \(\omega_p^2=ne^2q/[m\varepsilon_0(\varepsilon_s+\varepsilon_\infty)]\) gives a plasmon at 126 meV, about twice the strongest loss energy. The spread of carrier velocities, which this estimate leaves out, raises the plasmon energy; the finite thickness of the channel, also left out, weakens the Coulomb interaction and lowers it. Since the estimate varies as \(\sqrt{nq}\), the plasmon meets the phonons at smaller \(q\). If instead the density is lowered at this \(q\) until the estimate reaches the strongest loss energy, single-electron excitations damp the plasmon strongly at 300 K. A constant \(\varepsilon_s\) is then unsafe, and the resulting change in scattering has not been computed here. The coupling is an input to a mobility calculation that includes these effects, not a mobility prediction. The numerical output lists the fitted and simulated values used above; the wavevector range and the estimates for channel depth and far side follow from the formulas given.

## Computed results

```
Band: 15 to 110 meV, step 0.5 meV, 382 real data
Noise per part of eps: 0.10; semiconductor eps_s: 11.7
True eps_inf: 4.80; true strengths: 9.0, 6.0, 1.0
True mode energies (meV): 30.0, 50.0, 75.0; dampings (meV): 12.0, 14.0, 16.0
Pair at 50 meV, dampings 10 and 20 meV, S1 = 1
Pair: lowest passive S2: -0.5000
Pair with S2 = -0.6: absorbs only from 34.68 to 72.09 meV
Chi2 for 1, 2, 3, 4 oscillators: 421788.3, 70537.2, 310.0, 307.4
Chi2 + p ln M for 1, 2, 3, 4 oscillators: 421812.1, 70578.8, 369.5, 384.7
Chosen number of oscillators: 3
Chi2 per degree of freedom: 0.833
Fitted eps_inf: 4.783 +/- 0.008
Mode 1: S = 9.009 +/- 0.015, E = 29.999 +/- 0.007 meV, g = 12.045 +/- 0.025 meV
Mode 2: S = 5.982 +/- 0.012, E = 50.003 +/- 0.008 meV, g = 13.965 +/- 0.031 meV
Mode 3: S = 1.008 +/- 0.007, E = 74.954 +/- 0.036 meV, g = 16.094 +/- 0.125 meV
Largest deviation from truth: 2.26 standard errors
Dictionary: 63 modes, 5 to 160 meV, step 2.5 meV, damping 6 meV
Dictionary, S >= 0: chi2 per datum 0.767, positive modes 40
Dictionary, free sign: chi2 per datum 0.750
Free sign: lowest Im eps -1.4e+09 at 142.75 meV
Windows U: ((55, 65), (90, 100)) meV; windows L: ((20, 26), (50, 56)) meV
Rise of B, good data, U: 0.133 +/- 0.044
Rise of B, good data, L: 0.315 +/- 0.057
Rise of B, Im eps x 1.2, U: -0.717 +/- 0.049
Rise of B, Im eps x 0.8, L: -5.826 +/- 0.051
Overscale of Im eps detectable in U at about 3 sigma: 6.3 %
Dictionary chi2 per datum, Im eps x 1.2 and x 0.8: 38.00, 96.00
Static permittivity: 20.782 +/- 0.014, true 20.800
Remote coupling: 0.02988 +/- 0.00002, true 0.02984
Remote coupling from loss integral: 0.02988
Interface-loss peaks (meV): 34.31, 58.44, 77.14; heights: 0.02672, 0.07022, 0.04435
Strongest loss peak: 58.44 meV = 471.4 cm^-1
Gaussian mode spread: 3.0 meV; three-mode chi2 per degree of freedom: 2.854
Same spread: dictionary chi2 per datum 0.745
Same spread: coupling error 1.64 %
Electronic resonance 10 eV: change of eps at band top 4.60e-04
Thermal wavevector at 300 K, mass 0.19 m_e: 0.359 nm^-1
Interlayer 0.5 nm: factor exp(-2qt) = 0.698
Film 3.0 nm: factor exp(-2qd) = 0.116
Channel plasmon at 1e+13 cm^-2: 125.7 meV
```
